A Linear M–N–C Angle Does Not Prove an Imide Triple Bond

Before a correlated calculation on an imido precursor, one must choose an active space. If every linear M–N–C unit is a triple bond, each nitrogen brings two π bonding orbitals and two π* partners on the metal. For three imides that makes six π pairs and six partners. If one nitrogen pair has no metal partner, the list contains an antibonding orbital that does not exist, and the same error enters any bond order or electron count taken from the geometry.

**The belief and its appeal**

An imide, written as NR²⁻, has one σ bond to the carbon of R and three electron pairs left for the metal. If M–N–C is bent, one of these pairs can take up nitrogen s character and behave as a lone pair; the drawing is then M=N–R. If M–N–C is linear, nitrogen uses two σ orbitals along the axis, and its other two pairs are pure p, perpendicular to the axis. Both are correctly oriented for donation, so one draws M≡N–R.

The argument has a sound core. Donation of a p pair does help to keep the unit straight, as shown below. The gap lies between "oriented for donation" and "donated". Donation also needs an acceptor orbital of the right symmetry that other donors have not already claimed. The angle at nitrogen contains no count of such orbitals.

**A pair with no partner**

Take a planar M(NR)₃ with a d⁰ metal and nitrogens at azimuths φᵢ = 0°, 120° and 240°. All three M–N–C angles are 180°. Each nitrogen offers a σ orbital, a tangential p orbital tᵢ in the MN₃ plane, and a perpendicular p orbital. The metal offers valence s, p and d orbitals. The model is a closed-shell one-electron model with orthogonal orbitals, and R enters only through its σ bond.

The coupling of tᵢ to a metal orbital follows from the orbital's angular part f. Seen along the M–N axis, a metal orbital splits into σ, π and δ parts. Near the axis the σ part is flat and the δ part is quadratic, so the first derivative across the axis picks out the π part. For tᵢ this derivative is taken along φ:

coupling of f to tᵢ ∝ f′(φᵢ).

In the plane the metal orbitals vary as follows:

s and d(z²): constant
pₓ, p_y: cos φ, sin φ
d(x²−y²), d(xy): cos 2φ, sin 2φ
p_z, d(xz), d(yz): zero.

Now form the combination in which all three tangential orbitals point the same way round the ring:

a = (t₁ + t₂ + t₃)/√3.

Its coupling to f is proportional to f′(φ₁) + f′(φ₂) + f′(φ₃). Constants and zeros contribute nothing. The others require sums of cos mφᵢ or sin mφᵢ with m = 1 or 2, and these vanish because

1 + e^(2πim/3) + e^(4πim/3) = 0 unless m is a multiple of 3.

So a couples to no metal s, p or d orbital. In the group D₃h it has symmetry a₂′, which s, p and d do not contain. It is an eigenstate at the nitrogen p energy, with zero metal weight and one third of its density on each nitrogen. No strengthening of the metal–ligand couplings changes this.

The same table gives the full count. The six in-plane nitrogen pairs see five independent patterns: the constant, cos φ, sin φ, cos 2φ and sin 2φ. The three perpendicular pairs couple to p_z, d(xz) and d(yz), with the patterns 1, cos φ and sin φ. At most 5 + 3 = 8 of the nine pairs can therefore be shared. With d orbitals alone the number falls to 3 + 2 = 5. Three formal triple bonds would donate 18 electrons; the metal can share in at most 16.

If the metal rises out of the plane while the threefold axis and its mirror planes survive, f still varies as cos mφ or sin mφ with m ≤ 2 at fixed height. The three derivatives again cancel, so a pyramidal complex keeps the unshared pair. The planar form is chosen for simplicity and need not be the stable one for a d⁰ metal. With the parameters given below, tilting the three M–N axes 20° out of the plane lowers the model's orbital energy by about 0.2 eV, with no repulsion between ligands included. The bond orders computed below belong to the planar form; the zero metal weight of a holds for both forms.

**From missing partner to bond order**

Let D be the one-spin density matrix, M the metal orbitals and L the nitrogen orbitals. The Wiberg order summed over all three M–N links is the sum of the squared elements of 2D between M and L:

B = 4 tr(D_ML D_LM).

For doubly occupied orbitals D² = D. The metal block of this identity is

D_MM = D_MM² + D_ML D_LM,

and therefore

B = 4 tr(D_MM − D_MM²) = 4 Σₖ xₖ(1 − xₖ),

where xₖ are the eigenvalues of D_MM. Each term is at most 1, reached at xₖ = ½. The number of non-zero terms is the rank of D_ML. Since a has no metal part, that rank is at most 8, so

B/3 ≤ 8/3 ≈ 2.67.

This is a ceiling, not an estimate. Polar bonds have xₖ well below ½ and lie far under it.

**Numbers at 180°**

Measure energies from the nitrogen p level. The nitrogen σ level is at −3 eV, and the metal d, s and p levels are at 4, 6 and 9 eV. The couplings are 3 eV for d–σ, 2 eV for d–π, 2.5 eV for s–σ and p–σ, and 1 eV for p–π.

The perpendicular pairs can be done by hand. For d(xz) the squared couplings add to 2² × (cos² 0° + cos² 120° + cos² 240°) = 4 × 1.5 = 6 eV². With a gap of 4 eV the lower level is

E = 2 − √(4 + 6) = −1.16 eV,

and its metal weight is x = ½(1 − 4/√(16 + 24)) = 0.184. Each such channel has order 4x(1 − x) = 0.600, and d(yz) gives another. For p_z the squared couplings add to 3 eV² and the gap is 9 eV, so x = 0.033 and the order is 0.129. The perpendicular order per link is (0.600 + 0.600 + 0.129)/3 = 0.443, in agreement with the full diagonalization.

In the model, the highest occupied level is the pair a, at 0 eV and with zero metal weight. The in-phase combination of the perpendicular pairs lies only 0.32 eV lower, so the order of these two levels can be reversed in a real molecule. The lowest empty level, mainly d(z²), is at 4.36 eV. This wide gap follows from the assumed levels. In a real d⁰ complex d(z²) can lie much closer to a, most of all near the planar form, so the closed-shell filling assumed here has to be checked for each compound.

For comparison, put one linear imide on the same metal with every parameter unchanged:

single imide: σ 0.545, tangential 0.509, perpendicular 0.509, total 1.56
tris(imide): σ 0.493, tangential 0.330, perpendicular 0.443, total 1.27.

The single imide has three working channels and deserves the triple-bond drawing, although its Wiberg order is only 1.56 because the bonds are polar. An order below 3 is thus no evidence of a missing channel by itself. Nor is a fall relative to a related bond, because donors that compete for the same metal orbitals can lose order even when each keeps a partner. The missing channel shows in the zero metal weight of a. The tangential part falls by 35% relative to the single imide. Losing one third of each tangential orbital to a would alone give ⅔ × 0.509 = 0.339. The calculated 0.330 is close to this only because two further changes nearly cancel: the remaining two combinations couple more strongly to the metal, but they compete with the nitrogen σ pairs for the same metal orbitals. Both molecules have M–N–C = 180°.

**Saturation without a symmetry zero**

A complex that combines one or two imides with amides need not have the threefold symmetry used above. The effect then becomes graded. Let n donor pairs of equal energy share one acceptor, which lies Δ above them, with couplings tᵢ (now energies), and let T² = Σ tᵢ². The normalized combination

b = Σ tᵢpᵢ/T

couples to the acceptor with strength T. Any combination orthogonal to b has zero coupling, so n − 1 pairs stay on the ligands. The lower level formed from b and the acceptor is

E = Δ/2 − ½√(Δ² + 4T²).

Its acceptor weight is ∂E/∂Δ, because Δ multiplies just that weight in the energy:

x = ½[1 − Δ/√(Δ² + 4T²)].

The empty upper level contains the same weight x of b, and a fraction t₁²/T² of b belongs to the imide. With two electrons per orbital, the imide pair loses

q = 2x t₁²/T².

Take Δ = 4 eV and an imide coupling of 2 eV. Alone, T² = 4 eV², x = 0.146 and q = 0.293 electrons. Add two amide pairs with couplings of 1.5 eV. Then T² = 4 + 2 × 2.25 = 8.5 eV² and x = 0.217. The acceptor receives more in total, but the imide loses only

q = 2 × 0.217 × 4/8.5 = 0.204 electrons.

Thirty per cent of its donation has returned to nitrogen, with no change of angle. If the amide pairs lie 0.5 eV higher, as better donors would, the loss is 0.196. As competing donors are added without limit, x tends to ½ and q to t₁²/T², which tends to zero. Five amide pairs give 0.143; this illustrates the trend and is not a proposed coordination sphere.

**Why the unit can stay straight**

An unshared pair would seem to invite bending, since bending lets it mix with the rest of the nitrogen frame. Whether it bends is a question of energy. Let θ be 180° minus the M–N–C angle. In the model, bending couples the p orbital in the plane of the bend to the empty N–C σ* orbital with strength λ sin θ. It also costs a frame energy K(1 − cos θ), which stands for lost σ bonding and repulsion between M and R.

For a wholly undonated pair, let G be the gap to σ*. The energy change is

ΔE = K(1 − cos θ) + 2[G/2 − √(G²/4 + λ² sin² θ)].

Since √(u² + v) ≤ u + v/(2u), the bracket is at least −λ² sin² θ/G. Writing sin² θ = (1 − cos θ)(1 + cos θ) gives

ΔE ≥ (1 − cos θ)[K − (2λ²/G)(1 + cos θ)] ≥ (1 − cos θ)(K − 4λ²/G).

If K exceeds 4λ²/G, the linear form is the minimum with no π donation at all. For λ = 2 eV and G = 12 eV the threshold is 4 × 4/12 = 1.33 eV/rad².

Donation changes the threshold. Let wᵢ be the weight of the bending p orbital in occupied level Eᵢ, and ε* the σ* energy. Second-order perturbation theory lowers each electron in that level by λ²θ²wᵢ/(ε* − Eᵢ). With two electrons per level and two derivatives with respect to θ, the curvature is

k = K − 4λ² Σᵢ wᵢ/(ε* − Eᵢ).

A donated pair has part of its weight in empty levels, and its occupied levels lie lower. Both reduce the sum. The thresholds are 1.05 eV/rad² for the single imide and 1.13 eV/rad² for in-plane bending of the tris(imide). Of the latter, the unshared pair contributes ⅓ × 1.33 = 0.44 eV/rad².

With K = 2 eV/rad² the curvatures are:

undonated pair: 0.67 eV/rad²
tris(imide), in plane: 0.87 eV/rad²
single imide: 0.95 eV/rad².

All are positive, so 180° is an energy minimum for all three units. At this K the stiffness reflects donation; the equilibrium angle does not.

The angle does discriminate in a narrow window. At K = 1.23 eV/rad², between the thresholds, the undonated pair bends to about 158.5°, while the tris(imide) remains at 180° when its three nitrogens are bent together, either in or out of the plane. Here linearity is evidence of some donation. It is still no proof of a full triple bond, because the pair a remains wholly on nitrogen. The other two tangential combinations supply enough stabilization to hold the angle in the plane, and the perpendicular pairs do so out of the plane. K is an assumed parameter, so these results show only that linearity and a ligand-centred pair can coexist in the model. Whether a given complex is linear depends on its actual frame energy, and with a small group R the linear form may not be a minimum.

**Beside real precursors**

The parameters are round values, not fitted to a compound. The program's overlap check also assumes an M–N length of 0.175 nm, which enters none of the energies. A precursor with two imides and two amides in a roughly tetrahedral arrangement breaks the threefold symmetry assumed above, so the pair a does not carry over as such. A count still applies: three donor pairs per imide and two per amide make ten, against nine metal s, p and d orbitals, so at least one combination stays uncoupled. It can be spread over imides and amides, and where their levels differ it is generally not an eigenstate. For the share lost by each imide, the graded competition indicates the direction of the change, not its size. The example, in which the loss fell from 0.293 to 0.204 electrons, has a single acceptor; where donors can use several metal orbitals, the fall can be much smaller.

Within the tris(imide), several omissions can be sized:

- Changing the N–M–N angles to 130°, 100° and 130° gives the pair a metal weight of about 0.2%. Eight pairs at most still couple, but the uncoupled combination now contains some σ orbital. As the σ and p energies differ, it is no longer an eigenstate.
- Metal f orbitals include a sin 3φ pattern, whose derivatives add instead of cancelling. An f level at 15 eV with a 0.5 eV coupling takes 0.3% of the pair. A low-lying f shell could take much more, and the s, p, d ceiling would then fail.
- A direct N···N coupling of 0.2 eV raises the pair to 0.40 eV but gives it no metal weight.
- Electrons donated to the metal raise its levels. A trial shift of 2 eV lowers the mean M–N order from 1.27 to 0.94, or by 26%. The individual bond orders are therefore much less secure than the symmetry result.
- At the assumed K the bend is soft. With the in-plane curvature of 0.87 eV/rad², a bend of 3° (0.052 rad) costs only ½ × 0.87 × 0.052² ≈ 0.001 eV. Weak forces such as crystal packing could then shift the angle by a few degrees. If the real K is smaller, the unshared pair may itself favour a bent unit, so a small departure from 180° does not by itself reveal its cause. At 400 K the classical root-mean-square bend in the plane is about 11°. In the model, bending one nitrogen by this amount gives the pair a metal weight of no more than about 0.001%. This is not an estimate for a real molecule, where a bend can mix in much more metal character.

Conjugation of the p pairs with R and spin–orbit coupling are also left out. An aryl group could delocalize the unshared pair away from nitrogen without making it a metal–nitrogen bond.

For the active space of a trigonal tris(imide), the consequence is definite. The pair a may be included as an occupied orbital if excitations from it matter, but it has no π* partner among the metal s, p and d orbitals. In a planar complex, the in-phase combination of the three perpendicular pairs has a partner only in the high-lying metal p_z, so the metal d orbitals supply partners for at most four of the six π pairs. In a pyramidal complex d(z²) can also couple to this combination, which raises the limit to five. In less symmetric complexes, the orbital weights and a comparison with a related single imide must settle how far each pair is shared. The full set of values is in the numerical output.

Numbers as computed

```
MODEL INPUTS (rough, round values)
N p, N sigma, N-C sigma* levels: 0, -3.0, 12.0 eV
metal d, s, p levels: 4.0, 6.0, 9.0 eV
d-sigma, d-pi couplings: 3.0, 2.0 eV
s-sigma, p-sigma, p-pi couplings: 2.5, 2.5, 1.0 eV
bend coupling lambda: 2.0 eV; frame stiffness K: 2.0 eV/rad^2
SYMMETRY AND OVERLAP
M-N length for quadrature: 0.175 nm
Gaussian exponents, metal and N: 100, 120 nm^-2
illustrative d-sigma, d-pi overlaps: 0.275, 0.356
nitrogen pairs: 9; coupled pairs with s,p,d: 8; with d only: 5
coupled pairs, pyramidal by 15 deg: 8; planar distorted: 8
naive and maximum donated electron counts: 18, 16
upper bound on mean M-N order: 2.667
LEVELS AND BOND ORDERS AT 180 DEGREES
nine occupied tris(imide) levels: -5.37, -4.90, -4.90, -1.16, -1.16, -1.06, -1.06, -0.32, -0.00 eV
lowest empty level: 4.36 eV
ligand-centred pair: energy 0.00 eV, metal weight 0.0000
its weight on each N: 0.333
single imide M-N order: 1.562; sigma 0.545, tangential 0.509, perpendicular 0.509
tris(imide) M-N order: 1.266; sigma 0.493, tangential 0.330, perpendicular 0.443
DONOR COMPETITION FOR ONE ACCEPTOR
acceptor gap, imide coupling, amide coupling: 4.0, 2.0, 1.5 eV
imide electron loss with 0, 2, 5 amides: 0.293, 0.204, 0.143
loss with 2 amides raised by 0.5 eV: 0.196 electrons
BENDING
linearity threshold, undonated pair: 1.333 eV/rad^2
linearity threshold, single imide: 1.054 eV/rad^2
tris(imide) thresholds, in and out of plane: 1.133, 1.080 eV/rad^2
curvature at K, undonated pair: 0.667 eV/rad^2
curvature at K, single imide: 0.946 eV/rad^2
curvature at K, tris(imide) in plane: 0.867 eV/rad^2
best M-N-C at K, undonated and tris: 180.0, 180.0 deg
second K inside diagnostic window: 1.233 eV/rad^2
best M-N-C there, undonated and tris: 158.5, 180.0 deg
NEGLECTED EFFECTS
f acceptor level and coupling: 15.0, 0.5 eV; f weight: 0.00310
N...N coupling 0.2 eV: pair energy 0.40 eV, metal weight 0.0000
N-M-N angles 130,100,130 deg: pair metal weight 0.00165
metal levels raised 2.0 eV: mean M-N order 0.940
classical rms bend at 400 K: 11.4 deg per direction
one N bent by that angle: pair metal weight 0.00001
```
